# Early Saturation in Source-Gated Transistors: Depletion and Barrier-Limited Current

## Definitions and conventions

An n-type film of thickness $t_s$, permittivity $\varepsilon_s$ and donor density $N_D$ lies between a Schottky source and a gate insulator of thickness $t_i$ and permittivity $\varepsilon_i$. The gate extends beneath the source. The coordinate $z$ runs from the source metal, $z=0$, to the insulator, $z=t_s$. Capacitances are per unit area:

$$C_i=\varepsilon_i/t_i,\qquad C_s=\varepsilon_s/t_s,\qquad C_T=C_i+C_s .$$

The electrostatic potential $\psi$ is zero at the source, and $\psi_s=\psi(t_s)$. The gate voltage corrected for the work-function difference between gate and source is $U_G$. The barrier $\varphi_B$ is written in volts, and $V_{th}=kT/q$. In the channel the electron quasi-Fermi energy is $-qV$ relative to the source, so positive $V$ reverse-biases the barrier. Boltzmann statistics give

$$n=N_C\exp[(\psi-\varphi_B-V)/V_{th}].$$

Here $N_C=2[mkT/(2\pi\hbar^2)]^{3/2}$ is the effective density of states of the conduction band and $m$ the effective electron mass. Donors are ionized, mobility $\mu$ is constant, and the charge of electrons in transit through the depleted film is neglected. Quantities vary slowly along the film, except at the contact edge, which is treated separately. Currents are magnitudes per unit width.

## First contribution: the source empties the channel

Between the metal and the thin electron layer at the insulator, $\psi''=-qN_D/\varepsilon_s$. With $F=\psi'(0)$, two integrations give

$$\psi_s=Ft_s-\frac{qN_Dt_s^2}{2\varepsilon_s},\qquad F=\frac{\psi_s}{t_s}+\frac{qN_Dt_s}{2\varepsilon_s}.$$

Just before the electron layer the slope is $F-qN_Dt_s/\varepsilon_s=\psi_s/t_s-qN_Dt_s/(2\varepsilon_s)$. The displacement is $-\varepsilon\psi'$, and it jumps by the sheet charge $-qn_s$:

$$-C_i(U_G-\psi_s)+C_s\psi_s-\tfrac12qN_Dt_s=-qn_s .$$

Solving for the electron charge,

$$qn_s=C_T(\psi^*-\psi_s),\qquad
\psi^*=\frac{C_iU_G+qN_Dt_s/2}{C_T}.$$

The channel is empty when $\psi_s=\psi^*$. The source and gate act as a capacitive divider.

To turn this potential into a bias $V$, consider the layer near depletion. The slope there is $F_s=C_i(U_G-\psi^*)/\varepsilon_s$, so the density falls away from the insulator as $e^{-F_s(t_s-z)/V_{th}}$. For $F_st_s\gg V_{th}$ its integral is $n_s=n(t_s)V_{th}/F_s$, hence

$$qn_s=\frac{qN_CV_{th}}{F_s}e^{(\psi_s-\varphi_B-V)/V_{th}}
=C_TV_{th}e^{(\psi_s-\varphi_B-V+\zeta)/V_{th}},$$

$$\zeta=V_{th}\ln\frac{qN_C}{F_sC_T}.$$

Let $w=qn_s/(C_TV_{th})$. Then $\psi_s=\psi^*-V_{th}w$, and substitution gives

$$we^w=e^{(V_{sat}-V)/V_{th}},\qquad
\boxed{V_{sat}=\psi^*-\varphi_B+\zeta}.$$

Well below $V_{sat}$, $qn_s$ is approximately $C_T(V_{sat}-V)$, apart from a logarithm; well above it, $n_s$ falls exponentially. At $V=V_{sat}$, $w=0.567$, which serves as the marker of depletion.

For comparison, keep the open channel fixed and replace the source by an ohmic one. With no field leaving the free upper surface, $qn_{ch}=C_i(U_G-\psi_s)+qN_Dt_s$. If the donor band bending $qN_Dt_s^2/(2\varepsilon_s)$ does not exceed about $V_{th}$, as in the example below, the electrons near depletion spread over the film, so $qn_{ch}\approx qN_Ct_s e^{(\psi_s-\varphi_B-V)/V_{th}}$. The same substitution, with $C_i$ replacing $C_T$, gives the pinch-off voltage

$$V_P=U_G+\frac{qN_Dt_s}{C_i}-\varphi_B+V_{th}\ln\frac{qN_Ct_s}{C_iV_{th}} .$$

Here $\varphi_B$ and $U_G$ keep the original source metal as potential reference. Apart from $\zeta$, $V_{sat}$ rises with gate voltage at the rate $C_i/C_T$, whereas $V_P$ rises at rate one. A thin film makes $C_s$ large and saturation early. If $U_G$ is so small that the formula gives $V_{sat}\lesssim0$, there is no accumulated channel under the source to deplete.

## Second contribution: the barrier limits the current

Let $n_B=N_Ce^{-\varphi_B/V_{th}}$ and $v_R=\sqrt{kT/(2\pi m)}$. The net thermionic current entering the film is $J=qv_R[n_B-n(0)]$. Inside the film,

$$J/q=\mu n\psi'-\mu V_{th}n'=-\mu V_{th}e^{\psi/V_{th}}(ne^{-\psi/V_{th}})' .$$

Divide by the exponential and integrate from metal to channel. At the channel $ne^{-\psi/V_{th}}=n_Be^{-V/V_{th}}$. The integral of $e^{-\psi/V_{th}}$ is dominated by the region near the metal, where $\psi\approx Fz$, and equals $V_{th}/F$. Thus

$$n(0)=n_Be^{-V/V_{th}}+\frac{J}{q\mu F}.$$

Inserting this in the emission condition and collecting $J$ gives

$$J=\frac{qN_Ce^{-(\varphi_B-\Delta\varphi)/V_{th}}(1-e^{-V/V_{th}})}{1/v_R+1/(\mu F)},$$

where the image-force lowering $\Delta\varphi$ has been added; $\varepsilon_{im}$ is the permittivity that acts on the image force. The term $\mu F$ still belongs to the straight barrier. The rounded top slows diffusion, so the formula overestimates the current, by about half at the clamped field of the example below. The barrier profile is $\varphi_B-Fz-q/(16\pi\varepsilon_{im}z)$. Its derivative vanishes at $z_m=\sqrt{q/(16\pi\varepsilon_{im}F)}$, where the two negative terms are equal, so $\Delta\varphi=2Fz_m=\sqrt{qF/(4\pi\varepsilon_{im})}$.

At fixed $F$, the bias factor reaches 95 % at $V_{th}\ln20$, about 0.08 V at 300 K. Reverse bias alone would therefore saturate the current very early. In the device, $F$ grows with $V$ and lowers the barrier, so the current keeps rising. Depletion ends this rise:

$$F=\frac{\psi^*-V_{th}w}{t_s}+\frac{qN_Dt_s}{2\varepsilon_s}$$

becomes constant as $w\to0$. The barrier sets the size of the current; depletion stops its field-driven growth.

## Third contribution: an empty edge freezes the injection

Let $x$ run from the far end of the source, $x=0$, to the edge facing the drain, $x=S$. Charge conservation and lateral transport give $I'=J$ and $I=\mu qn_sV'$. Define

$$H(V)=\mu\int_V^\infty qn_s\,dV'.$$

Then $H'=-\mu qn_sV'=-I$, and therefore

$$H''=-J,\qquad H'(0)=0,\qquad H(S)=H(V_e),$$

with $V_e$ the voltage at the edge. From $w+\ln w=(V_{sat}-V)/V_{th}$ follows $dV=-V_{th}(1+1/w)dw$, so

$$H=\mu C_TV_{th}^2\left(w+\tfrac12w^2\right).$$

Above $V_{sat}$, $H(S)$ tends exponentially to zero. The boundary problem then no longer depends on $V_e$, and neither does the current $I=-H'(S)$. Within the gradual model, the extra voltage falls across a nearly empty stretch at the source edge.

The far end lags behind. For nearly constant $J$ and $H(S)=0$, two integrations give $H(0)=JS^2/2$, and the quadratic equation for $w_0=w(0)$ has the positive root

$$w_0=-1+\sqrt{1+\frac{JS^2}{\mu C_TV_{th}^2}},\qquad
V_{sat}-V(0)=V_{th}(w_0+\ln w_0).$$

For large $w_0$ the lag approaches $S\sqrt{J/(\mu C_T)}$. If it is small compared with $V_{sat}$, the whole source injects at nearly the clamped field.

In the opposite limit of a long source, multiply $H''=-J$ by $H'$ and integrate. With $V(0)\to0$,

$$I^2=2\mu\int_0^{V_e}qn_sJ\,dV .$$

The current is then independent of $S$. It still saturates, because $n_s$ vanishes above $V_{sat}$, but much of the contact injects weakly.

The open channel of length $L$ obeys $IL=\mu\int_{V_e}^{V_D}qn_{ch}dV$. If it can carry far more than the barrier supplies, $V_e\approx V_D$ up to $V_{sat}$, and the drain current saturates near $V_{sat}$.

## Weighing the contributions in an example

Take a 50 nm film and a 100 nm insulator, with relative permittivities 10 and 3.9. Let $\varphi_B=0.55$ V, $N_D=10^{16}$ cm$^{-3}$, $\mu=10$ cm²/Vs, $m=0.34\,m_e$, $S=5$ µm, $L=10$ µm and $T=300$ K. Gate and source have equal work functions, so $U_G=V_G=10$ V. The image force uses relative permittivity 4.

The capacitances are $C_i=34.5$, $C_s=177.1$ and $C_T=211.6$ nF/cm². The donor charge $qN_Dt_s$ is 8.0 nC/cm². Thus

$$\psi^*=\frac{345.3+4.0}{211.6}=1.65\ \text{V},$$

$$V_{sat}=1.651-0.550+0.063=1.16\ \text{V}.$$

The ohmic-source value is $V_P=9.90$ V. A numerical solution of Poisson's equation with Boltzmann electrons across the film also puts the depletion marker at 1.164 V. Both values treat the electron layer classically; the last section estimates the effect of quantum confinement. At 6 V on the gate, formula and solution both give 0.525 V. The slope between these points is 0.160, slightly below $C_i/C_T=0.163$, because $\zeta$ falls as $F_s$ increases.

The source field rises from 0.111 MV/cm at $V=0$ to the clamped value 0.335 MV/cm. Since $\Delta\varphi\propto\sqrt F$, lowering increases from about 0.063 to 0.110 eV, which alone multiplies emission by $e^{0.047/0.02585}\approx6$. If the field went on growing as though the channel never emptied, emission at 5 V would be 53 times that at the clamped field, before adding tunnelling.

At the clamped field the emission formula gives $J=0.0622$ A/cm², and $JS=3.11$ nA/µm. The lateral solution gives 2.89 nA/µm, about 7 % less, because the far end lags by 82 mV; the constant-$J$ formula gives 87 mV.

| $V_D$ (V) | Barrier source (nA/µm) | Ohmic source (nA/µm) |
|---:|---:|---:|
| 0.5 | 1.04 | 164 |
| 1 | 2.45 | 319 |
| 1.5 | 2.89 | 466 |
| 5 | 2.89 | 1253 |
| 12 | 2.89 | 1649 |

These currents omit the excess at the contact edge and use the sheet model with the straight-barrier term $\mu F$. Taking charge and field from the numerical Poisson solution lowers the barrier-source current at 0.5 V by about 4 % and the ohmic currents by about 1 %. Diffusion over the rounded barrier top lowers the saturated barrier-source current to about 1.9 nA/µm but moves its 95 % voltage by less than 0.01 V. The barrier-source current reaches 95 % of saturation at 1.10 V, against 7.63 V for the ohmic source. The ohmic device carries roughly 570 times the saturated current (about 800 times with the rounded barrier): early saturation is bought with current.

In a simple WKB estimate, tunnelling through the image-rounded barrier multiplies emission by 2.2 at the clamped field, yet moves the 95 % voltage only from 1.104 to 1.115 V. Reflection near the barrier top, omitted in this estimate, lowers the factor to about 1.7. Reflection at the steep potential drop towards the metal lowers it further, to about 1 or below depending on the depth of the metal band, so the net quantum factor is uncertain. Such factors change the current far more than the saturation voltage.

## A competing contribution: the contact edge

The drain raises the potential beside the source. In a depleted film this disturbance obeys Laplace's equation. A mode decaying as $e^{-ks}$, with $s$ the distance inward from the edge, varies as $\sin kz$ in the film and $\sin k(t_s+t_i-z)$ in the insulator. Continuity of potential and displacement requires

$$\varepsilon_s\cot(kt_s)+\varepsilon_i\cot(kt_i)=0 .$$

The slowest mode has $1/k=42$ nm, under 1 % of $S$. A short reach does not ensure a small current, since emission rises steeply with field. A potential rise $\delta\psi$ at the edge adds $k\,\delta\psi\,e^{-ks}/\sin(kt_s)$ to the source field. Giving this mode the full rise $5-V_{sat}$ at $V_D=5$ V, and including tunnelling, yields an excess current of about 890 % of the contact's clamped emission. A bare edge would thus destroy the flat output in this example.

A field-relief insulator of capacitance $C_f$, placed between the film and an overhang of the source metal, limits the rise. Let $D_0=\varepsilon_s\psi'$ at the top of the film and $C_{top}=(1/C_s+1/C_f)^{-1}$. The potential drops sum to $\psi_s=D_0/C_{top}-qN_Dt_s/(2C_s)$. At depletion, Gauss's law gives $D_0-qN_Dt_s=C_i(U_G-\psi_s)$. Eliminating $D_0$,

$$\psi_r^*=\frac{C_iU_G+qN_Dt_s[1-C_{top}/(2C_s)]}{C_i+C_{top}} .$$

The bias follows as before, with $C_{top}$ replacing $C_s$. For 10 nm of relief insulator with relative permittivity 3.9 it is 1.84 V. The depletion bias is thus $1.837-1.164=0.67$ V higher under the overhang than under the source. The interface potential rises by nearly the same amount, and only part of this rise occurs at the contact edge. Giving the slowest mode the full rise, as before, yields 2.4 % excess. Further drain voltage falls at the outer end of the overhang, where the metal does not touch the film. This needs an overhang long compared with the decay length beneath it, which is about 52 nm with the relief insulator. Both percentages are one-mode estimates. They are not upper bounds, because a sharp metal corner concentrates the field. With the relief insulator, a two-dimensional Poisson solution puts about 0.24 V of the rise at the edge and gives an excess of about 3 %. At an ideally sharp bare edge the corner dominates, and the excess can be orders of magnitude larger than the one-mode value, depending on the corner shape.

## The real device

The parameters are rough typical values for amorphous indium-gallium-zinc oxide on silicon dioxide with a high-work-function source. Real films contain subgap traps, which the model omits: $10^{17}$ cm$^{-3}$ of uniformly trapped electrons would shift $V_{sat}$ by $-0.19$ V, or 16 %. Real barriers are also nonuniform. At fixed $U_G$ and field, a barrier 0.06 V higher cuts emission tenfold but lowers $V_{sat}$ by 0.06 V. Heating from 300 to 330 K multiplies emission at the clamped field by 5.5, so the current is much less robust than its saturation voltage.

Boltzmann statistics are strained at $V=0$, where the classical peak density is $2.7N_C$ and degeneracy at that fixed density would shift the potential by 24 mV (about 10 mV once the density is allowed to adjust); at $V_{sat}$ the peak is $0.05N_C$. Quantum confinement matters more for the saturation voltage. Near depletion the classical layer thickness $V_{th}/F_s$ is only 0.8 nm, less than the confinement length $[\hbar^2/(2mqF_s)]^{1/3}\approx1.5$ nm. In an effective-mass estimate with a hard wall at the insulator, subbands lower $V_{sat}$ by about 0.06 V, to 1.11 V, and reduce its gate slope to 0.154. The potential $\psi^*$ and the clamped source field do not change, since they refer to an empty channel. Transit electrons amount to about $10^{-5}$ of the donor density. The insulator field at depletion is 0.83 MV/cm, well below the rough 10 MV/cm breakdown field of good silicon dioxide. Further values are in the numerical output.

## Values computed for the example and the checks

```
Film 50 nm, insulator 100 nm, relief insulator 10 nm
Relative permittivity: film 10.0, insulator 3.9, image force 4.0
Barrier 0.55 eV, donors 1.0e+16 cm^-3, mobility 10 cm2/Vs, mass 0.34 m_e
Source 5 um, channel 10 um, gate 10 V, temperature 300 K
Thermal voltage 25.85 mV, N_C 4.975e+18 cm^-3
C_i 34.53, C_s 177.08, sum 211.62 nF/cm2
Capacitance ratio C_i/(C_i+C_s): 0.1632
Gate slope of exact onset, 6 to 10 V: 0.1598
Interface potential at depletion psi*: 1.651 V
Logarithmic term zeta: 0.0633 V
V_sat formula 1.164 V, Poisson-Boltzmann 1.164 V
V_sat at 6 V gate: formula 0.525 V, Poisson-Boltzmann 0.525 V
Pinch-off with ohmic source V_P: 9.899 V
Largest error of sheet model: charge 43 mV, field 50 mV
Source field at V=0 0.111 MV/cm, clamped 0.335 MV/cm
Image lowering at clamped field: 0.1098 eV
Emission at clamped field: 0.0622 A/cm2
Emission times source length: 3.108 nA/um
Saturated current: 2.893 nA/um
Far-end lag: formula 87.0 mV, lateral solution 82.1 mV
V_D  0.25 V: barrier source 0.583 nA/um, ohmic source 83.1 nA/um
V_D  0.50 V: barrier source 1.035 nA/um, ohmic source 164.0 nA/um
V_D  1.00 V: barrier source 2.453 nA/um, ohmic source 319.3 nA/um
V_D  1.50 V: barrier source 2.893 nA/um, ohmic source 466.1 nA/um
V_D  2.00 V: barrier source 2.893 nA/um, ohmic source 604.2 nA/um
V_D  5.00 V: barrier source 2.893 nA/um, ohmic source 1252.5 nA/um
V_D 12.00 V: barrier source 2.893 nA/um, ohmic source 1648.6 nA/um
95 % voltage, barrier source: 1.104 V
95 % voltage with tunnelling added: 1.115 V
95 % voltage at 6 V gate: 0.496 V
95 % voltage, ohmic source: 7.626 V
Ohmic-source to barrier-source saturated current: 570
Emission if field were not clamped, V=5 V: 53.2 times, field 1.10 MV/cm
Tunnelling gain at clamped field: 2.18 times
Lateral decay length under source: 42.1 nm
Depletion voltage under relief insulator: 1.837 V
Excess edge current with relief: 2.39 %
Excess edge current without relief, V_D=5 V: 887 %
Peak density over N_C: V=0 2.68, at V_sat 0.049
Degeneracy shift of potential at V=0: 24 mV
V_sat shift by 1e17 cm^-3 trapped electrons: -0.189 V
Emission at 330 K over 300 K: 5.53
Insulator field at depletion: 0.83 MV/cm
Transit electron density over donor density: 1.2e-05
```
